**Thermal tunnelling factor of a parabolic barrier, tested and applied to H + H2**

For a barrier \(V_0-\tfrac12m\omega^2x^2\), the ratio of quantum to classical thermal flux is \(\kappa=(u/2)/\sin(u/2)\), with \(u=\hbar\omega/(k_BT)\) and \(0<u<2\pi\); it diverges at \(T_c=\hbar\omega/(2\pi k_B)\). The program asserts that the Laplace-integral solution satisfies its differential equation and has the derived wave amplitudes, and that direct integration of the wave equation reproduces the transmission formula. It also asserts numerically the thermal factor, its behaviour near the pole, the dominant energy and the finite values found when the barrier has a floor. For H + H2, full configuration interaction in cc-pVDZ gives a barrier of 0.444 eV and \(T_c=338\) K, and a collinear Hessian confirms the mass factor of the reaction mode to within 5% in frequency. At 500 K the parabola gives \(\kappa=2.49\), and a \(1/\cosh^2\) barrier of equal height and top curvature gives 2.29. With the s and p functions of cc-pVTZ at the same geometries, \(T_c\) rises to 404 K and the parabolic factor at 500 K to 4.49, so the basis set is the largest of the effects sized for \(\kappa\) at that temperature.

## Program and output

```python
# Result under test: for the barrier V = V0 - m omega^2 x^2 / 2 the ratio kappa of
# quantum to classical thermal flux is (u/2)/sin(u/2), u = hbar omega/(kB T),
# for 0 < u < 2 pi, diverging at Tc = hbar omega/(2 pi kB).
# Symbols: q = x sqrt(m omega/hbar), eps = (E - V0)/(hbar omega),
# v = V0/(hbar omega) = depth of the reactant floor below the barrier top.
# Example: H + H2 -> H2 + H, full CI energies, Hartree atomic units inside.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad, simpson
from scipy.linalg import eigh
from pyscf import gto, scf, ao2mo, fci

PI = np.pi


def kappa_formula(u):
    return (u / 2) / np.sin(u / 2)


def thermal_integrand(eps, u):
    return u * np.exp(-u * eps - np.logaddexp(0.0, -2 * PI * eps))


def kappa_quadrature(u, depth):
    """Thermal average of the parabolic transmission for eps > -depth."""
    below = quad(thermal_integrand, -depth, 0, args=(u,), limit=400)[0]
    above = quad(thermal_integrand, 0, 40 / u, args=(u,), limit=400)[0]
    return below + above


def transmission(k_squared, half_width, slope, n_steps):
    """Integrate psi'' = -k_squared(q) psi from right to left (Runge-Kutta).
    A purely outgoing wave starts on the right; slope = p'/(2p) there,
    with p the local wave number. The barrier is symmetric."""
    h = -2 * half_width / n_steps
    k_a = k_squared(half_width)
    p = np.sqrt(k_a)
    psi = np.ones_like(p, dtype=complex)
    dpsi = (1j * p - slope) * psi
    for n in range(n_steps):
        q = half_width + n * h
        k_m, k_b = k_squared(q + h / 2), k_squared(q + h)
        a1, b1 = dpsi, -k_a * psi
        a2, b2 = dpsi + h / 2 * b1, -k_m * (psi + h / 2 * a1)
        a3, b3 = dpsi + h / 2 * b2, -k_m * (psi + h / 2 * a2)
        a4, b4 = dpsi + h * b3, -k_b * (psi + h * a3)
        psi = psi + h / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
        dpsi = dpsi + h / 6 * (b1 + 2 * b2 + 2 * b3 + b4)
        k_a = k_b
    incoming = 0.5 * (psi + (dpsi - slope * psi) / (1j * p))
    return 1 / np.abs(incoming) ** 2


# ---- Laplace-integral solution: differential equation and wave amplitudes ----
mp.mp.dps = 25
phase_c = mp.exp(-1j * mp.pi / 4)


def laplace_solution(q, eps):
    """f, f', f'' from quadrature, with s = t^2 in the Laplace integral."""
    moments = []
    for n in range(3):
        def g(t, n=n):
            return (2 * t ** (2 * n) * mp.exp(-2j * eps * mp.log(t)
                    - t ** 4 / 4 - phase_c * q * t ** 2))
        moments.append(mp.quad(g, [0, 1, 2, 3, 4, 5.5]))
    return moments[0], -phase_c * moments[1], phase_c ** 2 * moments[2]


worst_amplitude = 0.0
for eps in (-0.3, 0.2):
    gamma_sq = abs(mp.gamma(mp.mpc(0.5, eps))) ** 2
    assert abs(gamma_sq - mp.pi / mp.cosh(mp.pi * eps)) < 1e-12
    for q in (6, -6):
        f, df, d2f = laplace_solution(q, eps)
        assert abs(d2f + 2j * q * df + (1j + 2 * eps) * f) < 1e-9
        psi = mp.exp(0.5j * q * q) * f
        dpsi = mp.exp(0.5j * q * q) * (df + 1j * q * f)
        k_sq = q * q + 2 * eps
        p = mp.sqrt(k_sq)
        split = (dpsi + 2 * q / (4 * k_sq) * psi) / (1j * p)
        rightward = p * abs((psi + split) / 2) ** 2
        leftward = p * abs((psi - split) / 2) ** 2
        if q > 0:
            pairs = [(rightward, gamma_sq * mp.exp(mp.pi * eps / 2))]
            assert leftward < 1e-5 * rightward
        else:
            pairs = [(rightward, 2 * mp.pi * mp.exp(-mp.pi * eps / 2)),
                     (leftward, gamma_sq * mp.exp(-1.5 * mp.pi * eps))]
        for found, expected in pairs:
            worst_amplitude = max(worst_amplitude, float(abs(found / expected - 1)))
# finite |q| = 6 leaves corrections of order 1/q^4 in the amplitudes
assert worst_amplitude < 3e-3

# ---- transmission from direct integration of the wave equation ----
eps_test = np.array([-1.0, -0.5, 0.0, 0.3, 1.0])
edge = 10.0
p_numeric = transmission(lambda q: q * q + 2 * eps_test, edge,
                         2 * edge / (4 * (edge ** 2 + 2 * eps_test)), 5000)
p_formula = 1 / (1 + np.exp(-2 * PI * eps_test))
worst_transmission = np.max(np.abs(p_numeric / p_formula - 1))
assert worst_transmission < 5e-4

# ---- thermal factor, pole, peak energy and finite floor ----
worst_kappa = 0.0
for u in (0.5, 2.0, 4.0, 6.0):
    worst_kappa = max(worst_kappa,
                      abs(kappa_quadrature(u, 150.0) / kappa_formula(u) - 1))
assert worst_kappa < 1e-7
ratio_near = 0.98
kappa_near = kappa_quadrature(2 * PI * ratio_near, 300.0)
assert abs(kappa_near - (1 / (1 - ratio_near) - 1)) < 0.05
for u in (2.0, 4.5, 6.0):
    grid = np.linspace(-2, 2, 40001)
    peak = grid[np.argmax(thermal_integrand(grid, u))]
    assert abs(peak - np.log(2 * PI / u - 1) / (2 * PI)) < 2e-4
for u in (4.5, 7.0):
    for depth in (2.5, 5.0):
        cut = kappa_formula(u) - u / (2 * PI - u) * np.exp(-(2 * PI - u) * depth)
        assert abs(kappa_quadrature(u, depth) / cut - 1) < 1e-5
for depth in (2.0, 4.0, 8.0):
    assert abs(kappa_quadrature(2 * PI, depth)
               - np.log1p(np.exp(2 * PI * depth))) < 1e-6

# ---- H + H2: full CI energies ----
hartree_ev = sc.physical_constants['Hartree energy in eV'][0]
hartree_j = sc.physical_constants['Hartree energy'][0]
hartree_cm = sc.physical_constants['hartree-inverse meter relationship'][0] / 100
bohr_nm = sc.physical_constants['Bohr radius'][0] * 1e9
kb = sc.k / hartree_j
mass_h = sc.m_p / sc.m_e + 1.0
small_basis = 'cc-pvdz'
large_basis = {'H': [s for s in gto.basis.load('cc-pvtz', 'H') if s[0] < 2]}


def fci_energy(z, y=None, basis=small_basis):
    y = [0.0] * len(z) if y is None else y
    mol = gto.M(atom=[('H', (0.0, b, a)) for a, b in zip(z, y)], unit='Bohr',
                basis=basis, spin=len(z) % 2, verbose=0)
    if len(z) == 1:
        h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
        return eigh(h, mol.intor('int1e_ovlp'))[0][0]
    mf = scf.RHF(mol)
    mf.kernel()
    orb = mf.mo_coeff
    solver = fci.direct_spin1.FCI()
    solver.conv_tol = 1e-11
    solver.max_cycle = 200
    energy, _ = solver.kernel(orb.T @ mf.get_hcore() @ orb,
                              ao2mo.kernel(mol, orb), orb.shape[1], mol.nelec,
                              ecore=mol.energy_nuc())
    return float(energy)


def minimum(center, energy_of_r):
    """Bond length and curvature at the minimum of a five-point quartic."""
    offsets = 0.06 * np.arange(-2, 3)
    poly = np.poly1d(np.polyfit(offsets, [energy_of_r(center + d)
                                          for d in offsets], 4))
    x = 0.0
    for _ in range(30):
        x -= poly.deriv(1)(x) / poly.deriv(2)(x)
    assert abs(x) < 0.12
    return center + x, poly.deriv(2)(x)


r_h2, curv_h2 = minimum(1.43, lambda r: fci_energy([0.0, r]))
r_ts, curv_sym = minimum(1.78, lambda r: fci_energy([-r, 0.0, r]))
e_ts = fci_energy([-r_ts, 0.0, r_ts])
e_reactants = fci_energy([0.0, r_h2]) + fci_energy([0.0])
barrier = e_ts - e_reactants
assert barrier > 0

step = 0.02


def reaction_shift(d, basis=small_basis):
    return fci_energy([-r_ts + d, -2 * d, r_ts + d], basis=basis)


drop_1 = reaction_shift(step) - e_ts
drop_2 = reaction_shift(2 * step) - e_ts
curv_anti = (16 * drop_1 - drop_2) / (6 * step ** 2)
curv_bend = 2 * (fci_energy([-r_ts, 0.0, r_ts], [step, -2 * step, step])
                 - e_ts) / step ** 2
assert curv_anti < 0 < min(curv_sym, curv_bend)
omega = np.sqrt(-curv_anti / (6 * mass_h))
omega_sym = np.sqrt(curv_sym / (2 * mass_h))
omega_bend = np.sqrt(curv_bend / (6 * mass_h))
omega_h2 = np.sqrt(2 * curv_h2 / mass_h)

# mass factors checked by diagonalizing a collinear Hessian built from one-bond moves
one_bond = (fci_energy([-r_ts - step, 0.0, r_ts])
            + fci_energy([-r_ts + step, 0.0, r_ts]) - 2 * e_ts) / step ** 2
cross = curv_sym / 2 - one_bond
bond_map = np.array([[-1.0, 1.0, 0.0], [0.0, -1.0, 1.0]])
hessian = bond_map.T @ np.array([[one_bond, cross], [cross, one_bond]]) @ bond_map
eigenvalues = np.linalg.eigvalsh(hessian / mass_h)
assert abs(np.sqrt(-eigenvalues[0]) / omega - 1) < 0.05
assert abs(np.sqrt(eigenvalues[2]) / omega_sym - 1) < 0.05

t_cross = omega / (2 * PI * kb)
v_depth = barrier / omega
zero_point = 0.5 * (omega_sym + 2 * omega_bend - omega_h2)

# larger basis at the same geometries and with the same finite step
e_ts_large = fci_energy([-r_ts, 0.0, r_ts], basis=large_basis)
drop_large = reaction_shift(step, large_basis) - e_ts_large
barrier_large = (e_ts_large - fci_energy([0.0, r_h2], basis=large_basis)
                 - fci_energy([0.0], basis=large_basis))
assert drop_large < 0 < barrier_large
omega_large = omega * np.sqrt(drop_large / drop_1)


# ---- sech^2 barrier of the same height and top curvature ----
def sech2_kappas(depth, u_values):
    e = np.linspace(1e-3, 4.0, 801)          # energy / barrier height
    alpha = 2 * depth
    prob = transmission(lambda y: alpha ** 2 * (e - 1 / np.cosh(y) ** 2),
                        8.0, 0.0, 4000)
    top = np.sinh(PI * alpha * np.sqrt(e)) ** 2
    closed = top / (top + np.cosh(PI / 2 * np.sqrt(4 * alpha ** 2 - 1)) ** 2)
    # the tail of the barrier at the edge of the grid limits the lowest energies
    assert np.max(np.abs(prob / closed - 1)[e > 0.02]) < 2e-3
    return [u * depth * simpson(prob * np.exp(-u * depth * (e - 1)), x=e)
            for u in u_values]


temperatures = [300.0, 400.0, 500.0, 700.0, 1000.0]
u_list = [omega / (kb * t) for t in temperatures]
sech2 = sech2_kappas(v_depth, u_list + [2 * PI])
u_500 = u_list[2]
sech2_zp = sech2_kappas((barrier + zero_point) / omega, [u_500])[0]


def show_kappa(u):
    return f"{kappa_formula(u):.3f}" if u < 2 * PI else "none (u > 2 pi)"


print(f"largest relative error, wave amplitudes: {worst_amplitude:.1e}")
print(f"largest relative error, transmission: {worst_transmission:.1e}")
print(f"largest relative error, thermal factor: {worst_kappa:.1e}")
print(f"kappa by quadrature at Tc/T = {ratio_near}: {kappa_near:.2f}")
print("H + H2, full CI, cc-pVDZ:")
print(f"H2 bond length: {r_h2 * bohr_nm:.5f} nm")
print(f"saddle bond length: {r_ts * bohr_nm:.5f} nm")
print(f"barrier V0: {barrier * hartree_ev:.4f} eV")
print(f"barrier quantum hbar omega: {omega * hartree_ev:.4f} eV")
print(f"same as wavenumber: {omega * hartree_cm:.0f} cm^-1")
print(f"V0/(hbar omega): {v_depth:.3f}")
print(f"crossover temperature Tc: {t_cross:.1f} K")
for i, (temp, u) in enumerate(zip(temperatures, u_list)):
    print(f"T = {temp:.0f} K: u = {u:.3f}")
    print(f"  kappa, unbounded parabola: {show_kappa(u)}")
    print(f"  kappa, parabola with floor: {kappa_quadrature(u, v_depth):.3f}")
    print(f"  kappa, sech^2 barrier: {sech2[i]:.3f}")
    if u < 2 * PI:
        e_peak = kb * t_cross * np.log(temp / t_cross - 1) * hartree_ev
        print(f"  peak energy minus V0: {e_peak:.4f} eV")
print(f"at Tc, parabola with floor: {np.log1p(np.exp(2 * PI * v_depth)):.2f}")
print(f"at Tc, sech^2 barrier: {sech2[-1]:.3f}")
print(f"H2 stretch quantum: {omega_h2 * hartree_ev:.4f} eV")
print(f"saddle symmetric stretch quantum: {omega_sym * hartree_ev:.4f} eV")
print(f"saddle bend quantum (two modes): {omega_bend * hartree_ev:.4f} eV")
print(f"zero-point shift of barrier: {zero_point * hartree_ev:.4f} eV")
print(f"sech^2 kappa at 500 K, shifted barrier: {sech2_zp:.3f}")
print("s and p functions of cc-pVTZ, same geometries:")
print(f"barrier: {barrier_large * hartree_ev:.4f} eV")
print(f"hbar omega: {omega_large * hartree_ev:.4f} eV")
print(f"Tc: {omega_large / (2 * PI * kb):.1f} K")
print(f"parabola kappa at 500 K: {show_kappa(omega_large / (kb * 500.0))}")
print("success")
```

It prints:

```
largest relative error, wave amplitudes: 3.0e-04
largest relative error, transmission: 5.5e-05
largest relative error, thermal factor: 4.4e-16
kappa by quadrature at Tc/T = 0.98: 49.03
H + H2, full CI, cc-pVDZ:
H2 bond length: 0.07609 nm
saddle bond length: 0.09433 nm
barrier V0: 0.4444 eV
barrier quantum hbar omega: 0.1828 eV
same as wavenumber: 1474 cm^-1
V0/(hbar omega): 2.431
crossover temperature Tc: 337.6 K
T = 300 K: u = 7.071
  kappa, unbounded parabola: none (u > 2 pi)
  kappa, parabola with floor: 51.698
  kappa, sech^2 barrier: 12.563
T = 400 K: u = 5.303
  kappa, unbounded parabola: 5.634
  kappa, parabola with floor: 5.134
  kappa, sech^2 barrier: 3.748
  peak energy minus V0: -0.0491 eV
T = 500 K: u = 4.242
  kappa, unbounded parabola: 2.489
  kappa, parabola with floor: 2.474
  kappa, sech^2 barrier: 2.290
  peak energy minus V0: -0.0213 eV
T = 700 K: u = 3.030
  kappa, unbounded parabola: 1.518
  kappa, parabola with floor: 1.517
  kappa, sech^2 barrier: 1.532
  peak energy minus V0: 0.0021 eV
T = 1000 K: u = 2.121
  kappa, unbounded parabola: 1.215
  kappa, parabola with floor: 1.215
  kappa, sech^2 barrier: 1.244
  peak energy minus V0: 0.0196 eV
at Tc, parabola with floor: 15.27
at Tc, sech^2 barrier: 6.846
H2 stretch quantum: 0.5433 eV
saddle symmetric stretch quantum: 0.2572 eV
saddle bend quantum (two modes): 0.1136 eV
zero-point shift of barrier: -0.0294 eV
sech^2 kappa at 500 K, shifted barrier: 2.282
s and p functions of cc-pVTZ, same geometries:
barrier: 0.4475 eV
hbar omega: 0.2189 eV
Tc: 404.3 K
parabola kappa at 500 K: 4.491
success
```
